# RPA correlation energy at N⁴ cost: density fitting and imaginary frequencies

For a water molecule with 95 occupied–virtual orbital pairs, diagonalizing a 95 × 95 matrix gives a random-phase-approximation (RPA) correlation energy of −0.30848566 hartree. Determinants and traces of 84 × 84 matrices, combined with quadrature weights, reproduce this value to \(10^{-7}\) hartree with twelve matrices and to \(2\times10^{-12}\) hartree with twenty-four. The formula itself contains no excitation energies. In this run the scale of the frequency grid was set with the largest one, and Section 4 gives an upper limit that can replace it. This appendix derives the formula behind the agreement, bounds the number of determinants needed, and finds when replacing the diagonalization by determinants saves work. For this molecule in this basis it does not.

## 1. The quantity to be computed

The reference is a closed-shell determinant with real orbitals, occupied \(i,j\) and virtual \(a,b\). Atomic units are used. A pair \(\mu=(ia)\) has the gap \(\Delta_\mu=\varepsilon_a-\varepsilon_i\), and all gaps must be positive. \(\Delta\) also denotes the diagonal matrix of gaps, and \(K_{\mu\nu}=(ia|jb)\) is the Coulomb integral between pair densities. The RPA here is the direct one, without exchange in the kernel.

**Spin.** The Coulomb coupling between \((i\sigma,a\sigma)\) and \((j\tau,b\tau)\) is \(K_{\mu\nu}\) for all four choices of \(\sigma,\tau\). The combination \((\uparrow+\downarrow)/\sqrt2\) therefore has coupling \(2K\), and \((\uparrow-\downarrow)/\sqrt2\) has none. Spin-flip pairs have zero Coulomb coupling. Uncoupled pairs contribute no correlation energy, which leaves one problem in spatial pairs with

\[
A=\Delta+2K,\qquad B=2K .
\]

**Zero-point energy.** The RPA treats each pair excitation as a boson, \([b_\mu,b_\nu^\dagger]=\delta_{\mu\nu}\), with

\[
H=\sum_{\mu\nu}A_{\mu\nu}b_\mu^\dagger b_\nu+\tfrac12\sum_{\mu\nu}B_{\mu\nu}(b_\mu^\dagger b_\nu^\dagger+b_\mu b_\nu).
\]

The correlation energy is the ground-state energy of \(H\); the reference, with no bosons, has expectation value zero. Introduce coordinates and momenta, \([q_\mu,p_\nu]=i\delta_{\mu\nu}\), by

\[
b_\mu=\tfrac1{\sqrt2}\left(\Delta_\mu^{1/2}q_\mu+i\Delta_\mu^{-1/2}p_\mu\right),\qquad b_\mu+b_\mu^\dagger=\sqrt2\,\Delta_\mu^{1/2}q_\mu .
\]

The commutator gives \(\Delta_\mu b_\mu^\dagger b_\mu=\tfrac12p_\mu^2+\tfrac12\Delta_\mu^2q_\mu^2-\tfrac12\Delta_\mu\). For the coupling, expand a product of sums and use \(b_\mu b_\nu^\dagger=b_\nu^\dagger b_\mu+\delta_{\mu\nu}\) and \(K=K^T\):

\[
\sum_{\mu\nu}K_{\mu\nu}(b_\mu+b_\mu^\dagger)(b_\nu+b_\nu^\dagger)
=\sum_{\mu\nu}K_{\mu\nu}(b_\mu b_\nu+b_\mu^\dagger b_\nu^\dagger+2b_\mu^\dagger b_\nu)+\mathrm{Tr}K .
\]

The sum on the right is the coupling part of \(H\). The left side equals \(2q^T\Delta^{1/2}K\Delta^{1/2}q\). Hence

\[
H=\tfrac12p^Tp+\tfrac12q^TMq-\tfrac12\mathrm{Tr}\Delta-\mathrm{Tr}K,\qquad
M=\Delta^2+4\Delta^{1/2}K\Delta^{1/2}.
\]

\(K\) is positive semidefinite, being a matrix of Coulomb energies, so \(M\) is positive definite. An orthogonal rotation of \(q\) and \(p\) that diagonalizes \(M\) gives independent oscillators with frequencies \(\Omega_n\), where \(\Omega_n^2\) are the eigenvalues of \(M\). Their zero-point energies give the plasmon formula

\[
E=\tfrac12\sum_n\Omega_n-\tfrac12\mathrm{Tr}\Delta-\mathrm{Tr}K
=\tfrac12\sum_n\Omega_n-\tfrac12\mathrm{Tr}A. \tag{1}
\]

These \(\Omega_n\) are the usual RPA excitation energies. Adding and subtracting \(AX+BY=\Omega X\) and \(-BX-AY=\Omega Y\) gives \(\Delta(X-Y)=\Omega(X+Y)\) and \((\Delta+4K)(X+Y)=\Omega(X-Y)\). Eliminating \(X-Y\) shows that \(\Delta^{-1/2}(X+Y)\) is an eigenvector of \(M\) with eigenvalue \(\Omega^2\).

The number of pairs \(N_{ov}\) grows as \(N^2\) with system size \(N\), so diagonalizing \(M\) costs \(N_{ov}^3\sim N^6\).

## 2. From eigenvalues to a small determinant

Equation (1) needs the sum of the \(\Omega_n\), not each one. For \(a,b>0\) define

\[
I(a)=\int_0^\infty d\omega\,\ln\frac{\omega^2+a^2}{\omega^2+b^2}.
\]

Then \(I(b)=0\) and \(I'(a)=\int_0^\infty 2a\,d\omega/(\omega^2+a^2)=\pi\), so \(I(a)=\pi(a-b)\). Differentiation under the integral is allowed because, for \(a\) in a closed interval of positive numbers, the derivative has an integrable bound. Summing over modes turns the logarithms into determinants:

\[
\tfrac12\Big(\sum_n\Omega_n-\mathrm{Tr}\Delta\Big)
=\frac1{2\pi}\int_0^\infty d\omega\,\ln\frac{\det(M+\omega^2)}{\det(\Delta^2+\omega^2)}. \tag{2}
\]

This alone saves nothing: a general determinant of size \(N_{ov}\) also costs \(N^6\), now at each frequency. The saving comes from a factorization

\[
K=LL^T,\qquad L:\ N_{ov}\times N_{aux},
\]

with \(N_{aux}\) growing as \(N\). Let \(D=\Delta^2+\omega^2\), \(X=4D^{-1}\Delta^{1/2}L\) and \(Y=L^T\Delta^{1/2}\). The ratio in (2) is \(\det(1+XY)\). Evaluating the determinant of

\[
\begin{pmatrix}1&-X\\Y&1\end{pmatrix}
\]

by eliminating either diagonal block gives \(\det(1+YX)\) or \(\det(1+XY)\), so these are equal. The matrix \(Q=YX\) has dimension \(N_{aux}\):

\[
Q_{PQ'}(\omega)=4\sum_{\mu}L_{\mu P}\frac{\Delta_\mu}{\Delta_\mu^2+\omega^2}L_{\mu Q'} . \tag{3}
\]

The factor 4 is specific to closed shells with spatial pairs.

The remaining term of (1), \(-\mathrm{Tr}K\), fits under the same integral. Since \(\int_0^\infty\Delta_\mu\,d\omega/(\Delta_\mu^2+\omega^2)=\pi/2\),

\[
\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\,Q
=\frac{4}{2\pi}\,\frac{\pi}{2}\sum_{\mu P}L_{\mu P}^2=\mathrm{Tr}K .
\]

With \(\ln\det=\mathrm{Tr}\ln\) for the positive definite matrix \(1+Q\), the result is

\[
\boxed{E=\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\big[\ln(1+Q(\omega))-Q(\omega)\big]} \tag{4}
\]

For a given \(L\), (4) is identical to (1) with \(K=LL^T\).

**Sign and limits.** \(Q\) is positive semidefinite, and \(\ln(1+q)-q\le0\) for \(q\ge0\), so \(E\le0\). At large \(\omega\), \(Q\to G/\omega^2\) with \(G=4L^T\Delta L\), and the trace in (4) tends to \(-\mathrm{Tr}(G^2)/(2\omega^4)\). Separately, the logarithm and \(Q\) decay only as \(\omega^{-2}\), which still makes each integral converge.

For weak coupling, \(\ln(1+Q)-Q\approx-Q^2/2\). Using \(\int_0^\infty d\omega/[(\omega^2+a^2)(\omega^2+b^2)]=\pi/[2ab(a+b)]\), the leading term is

\[
E^{(2)}=-2\sum_{\mu\nu}\frac{K_{\mu\nu}^2}{\Delta_\mu+\Delta_\nu},
\]

the direct part of the second-order energy. It diverges when gaps vanish at fixed \(K\). The full expression does not: for one pair, \(E=\tfrac12\sqrt{\Delta^2+4K\Delta}-\tfrac12\Delta-K\) tends to \(-K\).

**A case to check by hand.** Take gaps 1 and 1.5 hartree and one auxiliary function with \(L=(0.3,0.4)\) hartree\(^{1/2}\). Then \(M_{11}=1+4(0.09)=1.36\), \(M_{22}=2.25+6(0.16)=3.21\) and \(M_{12}^2=16(1.5)(0.12)^2=0.3456\), so \(\det M=4.02\). At zero frequency,

\[
1+Q(0)=1+4\left(\frac{0.09}{1}+\frac{0.16}{1.5}\right)=1.786667=\frac{4.02}{1\times2.25},
\]

as the determinant identity requires. The frequencies are 1.090411 and 1.838751 hartree. The logarithmic part is \(\tfrac12(2.929162-2.5)=0.214581\), and subtracting \(\mathrm{Tr}K=0.25\) gives \(E=-0.035419\) hartree. Diagonalizing the boson Hamiltonian in its number basis gives the same energy.

## 3. Density fitting supplies the factor

Approximate each pair density \(\rho_\mu=\phi_i\phi_a\) by \(\tilde\rho_\mu=\sum_Pc_{\mu P}\chi_P\). With \(J_{PQ'}=(P|Q')\) and \(b_{\mu P}=(ia|P)\), the Coulomb self-energy of the error is

\[
(\rho_\mu-\tilde\rho_\mu|\rho_\mu-\tilde\rho_\mu)
=K_{\mu\mu}-2\sum_Pc_{\mu P}b_{\mu P}+\sum_{PQ'}c_{\mu P}J_{PQ'}c_{\mu Q'} .
\]

Setting its derivative to zero gives \(c=bJ^{-1}\), a minimum because \(J\) is positive definite. Hence \((\tilde\rho_\mu|\tilde\rho_\nu)=(bJ^{-1}b^T)_{\mu\nu}\). With the Cholesky factorization \(J=CC^T\),

\[
K_{DF}=bJ^{-1}b^T=LL^T,\qquad L=bC^{-T}. \tag{5}
\]

In code, \(L^T\) is the solution of the triangular system \(CL^T=b^T\); no inverse is formed.

The fitting error has a definite sign. The Coulomb products of the errors are

\[
(\rho_\mu-\tilde\rho_\mu|\rho_\nu-\tilde\rho_\nu)=(K-2bJ^{-1}b^T+bJ^{-1}b^T)_{\mu\nu}=(K-K_{DF})_{\mu\nu},
\]

so \(K-K_{DF}\) is positive semidefinite. The nonzero eigenvalues of \(Q\) are those of \(4TKT\), with \(T=\Delta^{1/2}(\Delta^2+\omega^2)^{-1/2}\). Replacing \(K_{DF}\) by \(K\) cannot lower any ordered eigenvalue, by the min–max principle. Since \(\ln(1+q)-q\) has derivative \(-q/(1+q)\le0\),

\[
E[K]\le E[K_{DF}]\le0
\]

at fixed orbitals and orbital energies. This fit makes the correlation energy too small in magnitude, never too large. The argument does not cover energy differences, where fitting errors can have either sign.

## 4. How many frequencies

Map the half-line to \([-1,1]\) and apply \(n\)-point Gauss–Legendre quadrature with nodes \(x_k\) and weights \(w_k\):

\[
\omega=\omega_0\frac{1+x}{1-x},\qquad \frac{d\omega}{dx}=\frac{2\omega_0}{(1-x)^2}. \tag{6}
\]

Let \(f(x)\) be the integrand of (4), including \(1/2\pi\) and this Jacobian. Its convergence rate follows from its singularities in the complex plane.

**Location.** \(M-\Delta^2\) is positive semidefinite, so with both sets in ascending order \(\Omega_k\ge\Delta_k\). The logarithm in (4) is a sum of \(\ln[(\omega^2+\Omega_k^2)/(\omega^2+\Delta_k^2)]\). Each term is analytic unless \(\omega^2\) lies in \([-\Omega_k^2,-\Delta_k^2]\), and \(\mathrm{Tr}\,Q\) has poles at \(\pm i\Delta_\mu\). All singularities therefore lie at \(\omega=\pm iu\) with \(\Delta_{min}\le u\le\Omega_{max}\). The point \(x=1\), or \(\omega=\infty\), is harmless: the trace falls as \(\omega^{-4}\) and the Jacobian grows as \(\omega^2\).

The inverse map \(x=(\omega-\omega_0)/(\omega+\omega_0)\) sends \(\pm iu\) to points \(e^{i\theta}\) on the unit circle with

\[
|\sin\theta|=\frac{2u\omega_0}{u^2+\omega_0^2}.
\]

This function of \(u\) rises up to \(\omega_0\) and then falls, so its minimum is at an end of the interval. The choice \(\omega_0=(\Delta_{min}\Omega_{max})^{1/2}\) makes both ends equal, and any other \(\omega_0\) lowers one of them. With \(R=\Omega_{max}/\Delta_{min}\) the minimum is \(s=2\sqrt R/(1+R)\).

**Ellipse.** The distances from \(e^{i\theta}\) to \(\pm1\) add up to \(2|\sin\tfrac\theta2|+2|\cos\tfrac\theta2|=2\sqrt{1+|\sin\theta|}\). On the ellipse with foci \(\pm1\) traced by \(x=\tfrac12(z+1/z)\), \(|z|=\rho\), the sum is \(\rho+1/\rho\). Thus \(f\) is analytic inside the ellipse with

\[
\rho=\sqrt{1+s}+\sqrt s . \tag{7}
\]

**Error bound.** Choose \(1<\rho'<\rho\) and let \(F_{max}\) be the maximum of \(|f|\) on the smaller ellipse. The coefficients of \(f=\tfrac12a_0+\sum_{k\ge1}a_kT_k\) in Chebyshev polynomials are

\[
a_k=\frac1{\pi i}\oint_{|z|=\rho'}f\!\left(\tfrac12(z+z^{-1})\right)z^{-k-1}dz,\qquad |a_k|\le2F_{max}\rho'^{-k}.
\]

Gauss quadrature integrates degrees up to \(2n-1\) without error. For a higher \(T_k\), the integral and its quadrature value are each at most 2 in magnitude, because \(|T_k|\le1\) and the positive weights sum to 2. Therefore

\[
|E_n-E|\le4\sum_{k\ge2n}2F_{max}\rho'^{-k}=\frac{8F_{max}\,\rho'^{-2n}}{1-1/\rho'} . \tag{8}
\]

For large \(R\), \(s\approx2R^{-1/2}\) and \(\ln\rho\approx\sqrt s\approx\sqrt2\,R^{-1/4}\). Reducing the exponential factor to \(\epsilon\) then takes about \(n\approx R^{1/4}\ln(1/\epsilon)/(2\sqrt2)\) points. A closing gap raises \(n\), though slowly.

**System size.** For identical non-interacting units, \(R\) is fixed and \(F_{max}\) is proportional to their number. A fixed \(n\) then gives a fixed error per unit, and a fixed total error requires \(n\) to grow logarithmically. The same holds for interacting systems if \(R\) stays bounded and \(F_{max}\) grows at most linearly. For a metal approaching zero gap, \(R\) grows without limit and \(\rho\) tends to 1, so (8) no longer guarantees a fixed error per unit at fixed \(n\). This removes the guarantee; it does not show that the error per unit on a fixed grid grows.

**Choosing \(\omega_0\) in practice.** \(\Omega_{max}\) is not known without diagonalizing \(M\), but the definition of \(M\) gives

\[
\Omega_{max}^2\le\Delta_{max}^2+4\Delta_{max}\lambda_{max}(L^TL),
\]

where \(\lambda_{max}\) is the largest eigenvalue of an \(N_{aux}\times N_{aux}\) matrix. Using this upper limit for \(\Omega_{max}\) in \(\omega_0\) and \(R\) keeps (7) valid with a somewhat smaller \(\rho\).

## 5. Procedure and operation count

1. Transform \((mn|P)\) from basis functions to \((ia|P)\), one index at a time. Each step costs \(N^4\).
2. Factorize \(J\) and solve for \(L\): \(N_{aux}^3/6\) and \(\tfrac12N_{ov}N_{aux}^2\) multiplications, the latter \(\sim N^4\).
3. At each \(\omega_k\), scale the rows of \(L\) and form \(Q\). Using symmetry, this takes \(\tfrac12N_{ov}N_{aux}^2\) multiplications.
4. Factorize \(1+Q=RR^T\) with \(R\) here a lower triangular matrix, at a cost of \(N_{aux}^3/6\). Then \(\mathrm{Tr}\ln(1+Q)=2\sum_P\ln R_{PP}\).
5. Subtract \(\mathrm{Tr}\,Q\), multiply by \(w_k\,2\omega_0/[2\pi(1-x_k)^2]\), and add.

The total is \(N^4\) times \(n\), excluding the self-consistent field calculation. Storing \(L\) takes \(N^3\) numbers, against \(N^4\) for \(M\). At large \(\omega\) step 5 subtracts nearly equal numbers and multiplies by a large weight. If this rounding matters, sum \(\ln(1+q)-q\) over eigenvalues of \(Q\), with a series for small \(q\).

To leading order, the plasmon route takes \(\tfrac12N_{ov}^2N_{aux}\) multiplications to form \(K\) and \(\tfrac23N_{ov}^3\) to reduce \(M\) to tridiagonal form for its eigenvalues.

## 6. Water and rows of hydrogen molecules

**Water.** The O–H distance is 0.96 Å and the angle 104.5°. PBE orbitals in the cc-pVDZ basis give 5 occupied and 19 virtual orbitals, hence \(N_{ov}=95\); the cc-pVDZ-RI fitting basis has \(N_{aux}=84\). All electrons are correlated. The smallest gap is 0.25826 hartree and the largest \(\Omega\) is 22.40157 hartree, so

\[
\omega_0=\sqrt{0.25826\times22.40157}=2.4053\ \text{hartree},\qquad R=86.74,
\]

and (7) gives \(s=0.2123\), \(\rho=1.562\). On the ellipse \(\rho'=1.5056\) the sampled maximum is \(F_{max}=0.4939\) hartree. For \(n=16\), (8) becomes

\[
\frac{8(0.4939)(1.5056)^{-32}}{1-1/1.5056}\approx2.4\times10^{-5}\ \text{hartree}.
\]

Errors relative to the plasmon formula with the same fitted integrals are:

| \(n\) | error (hartree) | bound (hartree) |
|---|---|---|
| 8 | \(1.1\times10^{-6}\) | \(1.7\times10^{-2}\) |
| 12 | \(9.9\times10^{-8}\) | \(6.4\times10^{-4}\) |
| 16 | \(3.1\times10^{-11}\) | \(2.4\times10^{-5}\) |
| 24 | \(2.2\times10^{-12}\) | \(3.5\times10^{-8}\) |
| 40 | \(8.8\times10^{-13}\) | \(7.1\times10^{-14}\) |

The bound guarantees convergence but greatly overestimates the error up to \(n=24\). The fall is irregular: the error changes sign between \(n=8\) and \(n=12\), and it drops by factors of about 11 and 3000 over the first two steps, against \(\rho^8\approx35\) per four points from (7). The entry at \(n=16\) lies about a hundred times below that trend and should not be taken as typical of sixteen points: the errors at \(n=15\) and \(n=17\) are \(2\times10^{-9}\) and \(3\times10^{-10}\) hartree, with opposite signs. At \(n=40\) the observed difference exceeds the bound, which holds for exact arithmetic. The difference is rounding in steps 4 and 5 of Section 5: summing over eigenvalues of \(Q\) with a series for small \(q\) reduces it to about \(3\times10^{-14}\) hartree, and in 30-digit arithmetic the quadrature error is \(4\times10^{-18}\) hartree. The entry at \(n=24\) is mostly true quadrature error, \(1.8\times10^{-12}\) hartree in 30-digit arithmetic.

The energy is −0.3085 hartree, or −8.394 eV. Unfitted integrals give −0.308648 hartree, lower by \(1.6\times10^{-4}\) hartree, with the sign derived in Section 3. With twelve frequencies the quadrature error is over a thousand times smaller than this fitting error. Neither measures the error of the small orbital basis or of the RPA itself. The basis error is far larger: cc-pVTZ and cc-pVQZ, with their own fitting bases, give −0.425 and −0.493 hartree, shifts of −0.117 and −0.184 hartree. Larger bases also raise \(R\), to 122 and 249, and the twelve-point error grows to \(3.5\times10^{-6}\) and \(4.4\times10^{-5}\) hartree; in cc-pVTZ it is only about thirty times smaller than the fitting error of \(1.2\times10^{-4}\) hartree.

The counts of Section 5 give about 0.95 million multiplications for the plasmon route and 6.9 million for sixteen frequencies. With \(N_{aux}\) close to \(N_{ov}\), the determinants are hardly smaller than the matrix they replace.

**Hydrogen rows.** Rows of \(m\) parallel H₂ molecules, with bond length 0.74 Å and spacing 3.0 Å, use Hartree–Fock orbitals and the same basis sets. Here \(N_{ov}=9m^2\) and \(N_{aux}=28m\). One grid, \(n=10\) and \(\omega_0=2\) hartree, serves all sizes. Its error per molecule is \(1.7\times10^{-9}\), \(1.9\times10^{-9}\) and \(1.9\times10^{-9}\) hartree for \(m=2,4,8\): over this range, larger systems need no more points for the same error per molecule. The total error grows with \(m\), as Section 4 describes.

For \(m=8\), \(N_{ov}=576\) and \(N_{aux}=224\). In millions of multiplications,

\[
\tfrac23(576)^3+\tfrac12(576)^2(224)\ \to\ 164.6,\qquad
10\left[\tfrac12(576)(224)^2+\tfrac16(224)^3\right]\ \to\ 163.2 .
\]

In these leading counts, with \(n=10\), this is the smallest row for which the frequency route needs fewer operations. The margin is under 1%, comparable to omitted terms such as the row scaling of step 3 (\(10\times576\times224\approx1.3\) million), so \(m=8\) only marks where the two counts are about equal. The crossover also moves with \(n\): six points, with an error of about \(6\times10^{-7}\) hartree per molecule against a fitting error of \(1.9\times10^{-5}\), put it at \(m=7\), and twelve points at \(m=9\). The ratio of the two counts is 3.8 at \(m=16\) and 57.5 at \(m=64\), approaching growth as \(m^2\). These are leading operation counts, not timings: the crossover in run time also depends on how efficiently a machine performs matrix products and diagonalizations.

## Computed results

```
Model: gaps 1, 2 (hartree): 1.0 1.5
Model: L_1, L_2 (hartree^1/2): 0.3 0.4
Model: Omega_1, Omega_2 (hartree): 1.090411 1.838751
Model: Q at zero frequency: 0.786667
Model: log part of integral (hartree): 0.21458079
Model: first-order part = Tr K (hartree): 0.25000000
Model: boson ground energy (hartree): -0.03541921
Model: trace formula (hartree): -0.03541921
Water: O-H (angstrom), angle (degree): 0.96 104.5
Water: PBE total energy (hartree): -76.333575
Water: occupied, virtual orbitals: 5 19
Water: N_ov, N_aux: 95 84
Water: smallest gap (hartree): 0.25826
Water: largest Omega (hartree): 22.40157
Water: w0 (hartree): 2.40531
Water: range ratio R: 86.739
Water: rho, rho': 1.5618 1.5056
Water: max on ellipse (hartree): 0.4939
Water: spin-orbital RPA (hartree): -0.30848566
Water: plasmon formula, fitted (hartree): -0.30848566
Water: n=8 E=-0.30848680 error=1.1e-06 bound=1.7e-02 hartree
Water: n=12 E=-0.30848557 error=9.9e-08 bound=6.4e-04 hartree
Water: n=16 E=-0.30848566 error=3.1e-11 bound=2.4e-05 hartree
Water: n=24 E=-0.30848566 error=2.2e-12 bound=3.5e-08 hartree
Water: n=40 E=-0.30848566 error=8.8e-13 bound=7.1e-14 hartree
Water: trace formula, n=40 (eV): -8.39432
Water: plasmon, unfitted (hartree): -0.30864806
Water: fitting error (hartree): 1.62e-04
Water: residual eigenvalues min, max (hartree): 1.1e-09 7.9e-04
Water: w^4 x integrand at w=3000: -98.050 (hartree^4)
Water: predicted tail coefficient: -98.056 (hartree^4)
Row: H-H, spacing (angstrom): 0.74 3.0
Row: frequency points, w0 (hartree): 10 2.0
Row m=2: N_ov=36 N_aux=56
  E per molecule=-0.0448829, grid error=1.7e-09 hartree
  million multiplications: diag 0.07, freq 0.86
Row m=4: N_ov=144 N_aux=112
  E per molecule=-0.0449301, grid error=1.9e-09 hartree
  million multiplications: diag 3.15, freq 11.37
Row m=8: N_ov=576 N_aux=224
  E per molecule=-0.0449538, grid error=1.9e-09 hartree
  million multiplications: diag 164.56, freq 163.24
Row: smallest m with fewer operations by frequency: 8
Row: operation ratio diag/freq at m=16: 3.8
Row: operation ratio diag/freq at m=64: 57.5
```
